# Line energies of tensile and shear stacking walls in bilayer graphene: verification in Python

```python
"""
Result under test: for flat bilayer graphene, the line energies of pure tensile
and pure shear AB/BA stacking walls have the ratio sqrt(2/(1-nu)).
Symbols: nu, young = two-dimensional Poisson ratio and Young modulus of a sheet;
C = modulus for stretching at zero strain along the wall; mu = shear modulus;
s = registry shift between sheets, components (along Burgers vector, across it);
barrier = stacking energy per area at the saddle, measured from AB.
Energies are in eV and lengths in nm. Material inputs are rough typical values.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar

a = 0.246
young = 2100.0
nu = 0.17
barrier = 0.08
spacing = 0.335
bend_rigidity = 1.4          # eV per sheet
support_stiff = 600.0        # eV/nm^4, flat crystal contact
support_soft = 60.0          # eV/nm^4, poor contact
cubic_modulus = -12500.0     # eV/nm^2, stress = C*e + cubic_modulus*e^2
temperature = 300.0
burgers = a / np.sqrt(3)

g1 = 2 * np.pi / a * np.array([1 / np.sqrt(3), 1.0])
g2 = 2 * np.pi / a * np.array([1 / np.sqrt(3), -1.0])
G = np.array([g1, g2, g1 + g2, g1 - g2, 2 * g1 + g2, g1 + 2 * g2])
AB = np.array([burgers, 0.0])       # shift measured from AA
SADDLE = np.array([1.5 * burgers, 0.0])


def stacking(shift, second=0.0):
    """Stacking energy and gradient; 'second' weights the second star."""
    weight = np.array([1.0, 1.0, 1.0, second, second, second])
    at_ab = np.cos(G @ AB) @ weight
    scale = barrier / (np.cos(G @ SADDLE) @ weight - at_ab)
    phase = shift @ G.T
    value = scale * (np.cos(phase) @ weight - at_ab)
    gradient = -scale * (np.sin(phase) * weight) @ G
    return value, gradient


def moduli(poisson):
    """Invert the two-dimensional compliance matrix."""
    compliance = np.array([[1, -poisson, 0], [-poisson, 1, 0],
                           [0, 0, 2 * (1 + poisson)]]) / young
    stiffness = np.linalg.inv(compliance)
    return stiffness[0, 0], stiffness[2, 2]


def relax_wall(angle, poisson=nu, h=0.2, second=0.0, half=30.0):
    """Minimize two-sheet energy; angle is between Burgers vector and normal."""
    stretch, shear = moduli(poisson)
    normal = np.array([np.cos(angle), np.sin(angle)])
    K = shear * np.eye(2) + (stretch - shear) * np.outer(normal, normal)
    n = int(round(2 * half / h)) + 1
    x = np.linspace(-half, half, n)
    s = np.zeros((n, 2))
    s[:, 0] = burgers + burgers * 0.5 * (1 + np.tanh(x / 3))
    s[:, 1] = 0.02 * np.exp(-x**2 / 20)
    s[0] = AB
    s[-1] = 2 * AB
    inner = 2 * (n - 2)

    def unpack(z):
        full = s.copy()
        full[1:-1] = z[:inner].reshape(-1, 2)
        return full, z[inner:].reshape(-1, 2)

    def energy(z):
        full, step2 = unpack(z)
        step1 = np.diff(full, axis=0) + step2
        f1, f2 = step1 @ K / h, step2 @ K / h
        value, gradient = stacking(full, second)
        total = 0.5 * np.sum(step1 * f1 + step2 * f2) + h * value.sum()
        gs = h * gradient
        gs[1:] += f1
        gs[:-1] -= f1
        return total, np.concatenate([gs[1:-1].ravel(), (f1 + f2).ravel()])

    start = np.concatenate([s[1:-1].ravel(), np.zeros(2 * (n - 1))])
    result = minimize(energy, start, jac=True, method="L-BFGS-B",
                      options=dict(maxiter=20000, maxfun=40000, maxcor=20,
                                   ftol=1e-15, gtol=1e-7))
    full, step2 = unpack(result.x)
    strain2 = step2 / h
    strain1 = np.diff(full, axis=0) / h + strain2
    return result.fun, full, strain1, strain2


def straight_energy(K, second=0.0):
    """Quadrature of the straight-path line energy."""
    def integrand(p):
        v = stacking(AB + np.array([p, 0.0]), second)[0]
        return np.sqrt(K * max(v, 0.0))
    return quad(integrand, 0, burgers, epsabs=1e-11)[0]


TENSILE, SHEAR = 0.0, np.pi / 2
C, mu = moduli(nu)
ratio_formula = np.sqrt(2 / (1 - nu))
shape_factor = 3 / np.pi - 1 / np.sqrt(3)

# The straight line is the lowest line through the strip between AB and BA.
p_grid, t_grid = np.meshgrid(np.linspace(0, burgers, 81),
                             np.linspace(-a, a, 161), indexing="ij")
strip = np.stack([burgers + p_grid, t_grid], axis=-1)
line = np.stack([burgers + p_grid, 0 * t_grid], axis=-1)
for second in (0.0, -0.03):
    assert np.min(stacking(strip, second)[0] - stacking(line, second)[0]) > -1e-12

# Full relaxation against the closed forms.
walls = {}
for name, angle, K in (("tensile", TENSILE, C), ("shear", SHEAR, mu)):
    sigma, s, e1, e2 = relax_wall(angle)
    coarse = relax_wall(angle, h=0.4)[0]
    formula = a * np.sqrt(K * barrier) * shape_factor
    width_formula = 0.5 * burgers * np.sqrt(K / barrier)
    width = burgers / np.max((e1 - e2)[:, 0])
    assert abs(sigma / formula - 1) < 1e-3
    assert abs(straight_energy(K) / formula - 1) < 1e-6
    assert abs(width / width_formula - 1) < 5e-3
    assert np.max(np.abs(s[:, 1])) < 1e-4
    assert np.max(np.abs(e1 + e2)) < 1e-2 * np.max(np.abs(e1))
    walls[name] = dict(sigma=sigma, formula=formula, width=width_formula,
                       width_num=width, strain=np.max(np.abs(e1)),
                       shift=sigma - coarse, s=s)
T, S = walls["tensile"], walls["shear"]
ratio_numeric = T["sigma"] / S["sigma"]
assert abs(ratio_numeric / ratio_formula - 1) < 1e-3

# Another Poisson ratio, then a stacking energy with a second harmonic.
other_nu = 0.45
ratio_other = (relax_wall(TENSILE, other_nu)[0] / relax_wall(SHEAR, other_nu)[0])
ratio_other_formula = np.sqrt(2 / (1 - other_nu))
assert abs(ratio_other / ratio_other_formula - 1) < 1e-3
tensile_second = relax_wall(TENSILE, second=-0.03)[0]
shear_second = relax_wall(SHEAR, second=-0.03)[0]
ratio_second = tensile_second / shear_second
assert abs(tensile_second / straight_energy(C, -0.03) - 1) < 1e-3
assert abs(ratio_second / ratio_formula - 1) < 1e-3

# A mixed wall leaves the straight path and lowers its energy.
mixed, mixed_s, _, _ = relax_wall(np.pi / 4)
mixed_straight = straight_energy(0.5 * (C + mu))
mixed_offset = np.max(np.abs(mixed_s[:, 1]))
assert mixed < 0.998 * mixed_straight and mixed_offset > 1e-3

# Bending response of the bilayer to a tensile wall of fixed registry profile.
h = 0.2
slope = np.gradient(T["s"][:, 0], h)
n = len(slope)
second_difference = (np.eye(n, k=1) - 2 * np.eye(n) + np.eye(n, k=-1)) / h**2


def bending_gain(support):
    matrix = h * ((C * spacing**2 / 2 + 2 * bend_rigidity)
                  * second_difference.T @ second_difference
                  + support * np.eye(n))
    load = h * C * spacing / 2 * second_difference.T @ slope
    return 0.5 * load @ np.linalg.solve(matrix, load)


K_free = 1 / (4 / C + spacing**2 / bend_rigidity)
gain_free_formula = (C / 4 - K_free) * h * np.sum(slope**2)
assert abs(bending_gain(0.0) / gain_free_formula - 1) < 1e-3
gain_stiff = bending_gain(support_stiff) / T["sigma"]
gain_soft = bending_gain(support_soft) / T["sigma"]
sigma_free = T["formula"] * np.sqrt(K_free / (C / 4))
tilt_free = np.degrees(burgers / spacing * (1 - K_free / (C / 4)))

# Cubic elasticity: opposite strains cancel it until the mean strain relaxes.
peak = np.sqrt(barrier / C)


def cubic_energy(mean):
    e = np.array([mean + peak, mean - peak])
    return np.sum(C * e**2 / 2 + cubic_modulus * e**3 / 3)


best = minimize_scalar(cubic_energy, bounds=(-peak, peak), method="bounded",
                       options=dict(xatol=1e-10))
cubic_drop = 1 - best.fun / (C * peak**2)
assert abs(cubic_drop / (cubic_modulus * peak / C)**2 - 1) < 0.05

kT = constants.k * temperature / constants.e
to_pN = constants.e * 1e9 * 1e12

print(f"lattice constant a = {a:.3f} nm")
print(f"Burgers length b = {burgers:.4f} nm")
print(f"2D Young modulus E = {young:.0f} eV/nm^2")
print(f"2D Poisson ratio nu = {nu:.2f}")
print(f"saddle stacking energy V_SP = {barrier:.3f} eV/nm^2")
print(f"stretch modulus C = {C:.1f} eV/nm^2")
print(f"shear modulus mu = {mu:.1f} eV/nm^2")
print(f"shape factor 3/pi - 1/sqrt(3) = {shape_factor:.5f}")
for name, wall in walls.items():
    print(f"{name} line energy, formula = {wall['formula']:.4f} eV/nm")
    print(f"{name} line energy, relaxed sheets = {wall['sigma']:.4f} eV/nm")
    print(f"{name} line energy converted = {wall['formula'] * to_pN:.1f} pN")
    print(f"{name} mesh shift, 0.4 to 0.2 nm = {wall['shift']:.2e} eV/nm")
    print(f"{name} width, formula = {wall['width']:.2f} nm")
    print(f"{name} width, relaxed sheets = {wall['width_num']:.2f} nm")
    print(f"{name} peak strain per sheet (u') = {100 * wall['strain']:.3f} %")
print(f"energy ratio, formula = {ratio_formula:.4f}")
print(f"energy ratio, relaxed sheets = {ratio_numeric:.4f}")
print(f"ratio at nu = {other_nu:.2f}, formula = {ratio_other_formula:.4f}")
print(f"ratio at nu = {other_nu:.2f}, relaxed = {ratio_other:.4f}")
print(f"ratio with second harmonic, relaxed = {ratio_second:.4f}")
print(f"45-degree wall, straight path = {mixed_straight:.4f} eV/nm")
print(f"45-degree wall, relaxed path = {mixed:.4f} eV/nm")
print(f"45-degree wall, largest path offset = {mixed_offset:.4f} nm")
print(f"sheet spacing d = {spacing:.3f} nm")
print(f"bending rigidity per sheet D = {bend_rigidity:.1f} eV")
print(f"stiff support = {support_stiff:.0f} eV/nm^4")
print(f"tensile energy drop, stiff support = {100 * gain_stiff:.3f} %")
print(f"soft support = {support_soft:.0f} eV/nm^4")
print(f"tensile energy drop, soft support = {100 * gain_soft:.3f} %")
print(f"flat gradient coefficient C/4 = {C / 4:.1f} eV/nm^2")
print(f"free-standing gradient coefficient = {K_free:.2f} eV/nm^2")
print(f"free-standing tensile energy estimate = {sigma_free:.3f} eV/nm")
print(f"free-standing tensile/shear estimate = {sigma_free / S['formula']:.3f}")
print(f"free-standing tilt estimate = {tilt_free:.1f} degrees")
print(f"cubic elastic modulus = {cubic_modulus:.0f} eV/nm^2")
print(f"cubic effect at tensile peak = {100 * cubic_drop:.3f} %")
print(f"thermal energy at {temperature:.0f} K = {kT:.4f} eV")
for name, wall in walls.items():
    thermal = kT / (wall["width"] * wall["formula"])
    print(f"{name} thermal scale kT/(width*energy) = {100 * thermal:.2f} %")
    print(f"{name} discreteness (a/width)^2 = {100 * (a / wall['width'])**2:.3f} %")
print("all assertions hold")
```

Printed output:

```
lattice constant a = 0.246 nm
Burgers length b = 0.1420 nm
2D Young modulus E = 2100 eV/nm^2
2D Poisson ratio nu = 0.17
saddle stacking energy V_SP = 0.080 eV/nm^2
stretch modulus C = 2162.5 eV/nm^2
shear modulus mu = 897.4 eV/nm^2
shape factor 3/pi - 1/sqrt(3) = 0.37758
tensile line energy, formula = 1.2217 eV/nm
tensile line energy, relaxed sheets = 1.2217 eV/nm
tensile line energy converted = 195.7 pN
tensile mesh shift, 0.4 to 0.2 nm = 1.45e-04 eV/nm
tensile width, formula = 11.68 nm
tensile width, relaxed sheets = 11.68 nm
tensile peak strain per sheet (u') = 0.608 %
shear line energy, formula = 0.7870 eV/nm
shear line energy, relaxed sheets = 0.7870 eV/nm
shear line energy converted = 126.1 pN
shear mesh shift, 0.4 to 0.2 nm = 2.25e-04 eV/nm
shear width, formula = 7.52 nm
shear width, relaxed sheets = 7.53 nm
shear peak strain per sheet (u') = 0.944 %
energy ratio, formula = 1.5523
energy ratio, relaxed sheets = 1.5524
ratio at nu = 0.45, formula = 1.9069
ratio at nu = 0.45, relaxed = 1.9071
ratio with second harmonic, relaxed = 1.5524
45-degree wall, straight path = 1.0276 eV/nm
45-degree wall, relaxed path = 1.0170 eV/nm
45-degree wall, largest path offset = 0.0030 nm
sheet spacing d = 0.335 nm
bending rigidity per sheet D = 1.4 eV
stiff support = 600 eV/nm^4
tensile energy drop, stiff support = 0.021 %
soft support = 60 eV/nm^4
tensile energy drop, soft support = 0.197 %
flat gradient coefficient C/4 = 540.6 eV/nm^2
free-standing gradient coefficient = 12.19 eV/nm^2
free-standing tensile energy estimate = 0.183 eV/nm
free-standing tensile/shear estimate = 0.233
free-standing tilt estimate = 23.7 degrees
cubic elastic modulus = -12500 eV/nm^2
cubic effect at tensile peak = 0.124 %
thermal energy at 300 K = 0.0259 eV
tensile thermal scale kT/(width*energy) = 0.18 %
tensile discreteness (a/width)^2 = 0.044 %
shear thermal scale kT/(width*energy) = 0.44 %
shear discreteness (a/width)^2 = 0.107 %
all assertions hold
```
